# Linear Ellipsometric Phase Change of a Thin Film on an Absorbing Substrate

## The error to be avoided

A metrology routine that turns a change of ellipsometric phase into film thickness with one fixed calibration slope can return the wrong size and even the wrong sign. Take a model substrate of index $3.9+0.02i$ in vacuum, a transparent film of index 1.5 and light of wavelength 633 nm. The initial slope of the phase is $-2.95$ deg/nm at an incidence of 70°. It is $-101$ deg/nm at 75.52° and $+99$ deg/nm at 75.72°. A shift of 0.2° in angle has reversed the sign, and near the reversal the linear law covers only a small fraction of a nanometre. The routine therefore needs the slope as a function of angle and materials, the angles at which it vanishes, and the next term in thickness.

## Model and signs

The ambient has real permittivity $\epsilon_a$ and the film has real permittivity $\epsilon_f$ and thickness $d$. The substrate is thick and has complex permittivity $\epsilon_s$. All three are relative permittivities of uniform, isotropic, nonmagnetic media with flat interfaces. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\epsilon_s>0$ and the index is written $n+i\kappa$.

The angle of incidence is $\theta$, with $c=\cos\theta$ and $s=\sin\theta$. Let $k=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength. The wavevector along the surface, $k_x=k\sqrt{\epsilon_a}\,s$, is the same in every medium. The component along the normal is

$$q_j=\sqrt{\epsilon_jk^2-k_x^2},\qquad j=a,f,s,$$

with $\operatorname{Im}q_s>0$, so that the substrate wave decays. The measured ratio is

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{-i\Delta},$$

where $r_p=-r_s$ at normal incidence. The minus sign in the exponent gives the same $\Delta$ as a convention with time factor $e^{+i\omega t}$, index $n-i\kappa$ and $\rho=\tan\psi\,e^{+i\Delta}$. Software that defines $\Delta$ as $+\arg\rho$ with the present time factor must reverse every phase slope below.

## One equation for both polarizations

Let $z$ point into the substrate, with the film between $z=0$ and $z=d$. For $s$ polarization let $F$ be the tangential electric field $E_y$ and set $b=1$. For $p$ polarization let $F$ be the tangential magnetic field $H_y$ and set $b=\epsilon$ of the local medium. In each uniform medium Maxwell's equations give $F''=-q^2F$. The tangential fields are continuous, which makes both $F$ and $F'/b$ continuous. Their ratio

$$Y=\frac{F'}{ibF}$$

is then continuous too. Differentiation gives

$$Y'=\frac{F''}{ibF}-\frac{(F')^2}{ibF^2}
=-\frac{q^2}{ib}-\frac{(ibY)^2}{ib}
=i(a-bY^2),\qquad a=\frac{q^2}{b}.$$

In the substrate $F\propto e^{iq_sz}$, so $Y=Y_s=q_s/b_s$. In the ambient $F=e^{iq_az}+re^{-iq_az}$. With $Y_a=q_a/b_a$, the value at the film top is

$$Y(0)=Y_a\frac{1-r}{1+r},\qquad\text{so}\qquad r=\frac{Y_a-Y(0)}{Y_a+Y(0)}.$$

At normal incidence this gives opposite signs for $r_p$ and $r_s$, as required.

## Expansion in thickness

From here $a$ and $b$ refer to the film. Define $G=a-bY_s^2$ and $D=Y_a^2-Y_s^2$. At the film bottom $Y=Y_s$, and

$$Y'(d)=iG,\qquad Y''(d)=-2ibY_s(iG)=2bY_sG.$$

A Taylor step back to the top gives

$$Y(0)=Y_s-iGd+bY_sGd^2+O(d^3).$$

The logarithm of $r$ has the derivatives

$$\frac{d\ln r}{dY}=-\frac{1}{Y_a-Y}-\frac{1}{Y_a+Y}=-\frac{2Y_a}{Y_a^2-Y^2},\qquad
\frac{d^2\ln r}{dY^2}=-\frac{4Y_aY}{(Y_a^2-Y^2)^2}.$$

Let $r_0$ be the bare-substrate value. Inserting the change of $Y$ gives

$$\ln\frac r{r_0}=\frac{2iY_aG}{D}d+
\left[-\frac{2Y_aY_sbG}{D}+\frac{2Y_aY_sG^2}{D^2}\right]d^2+O(d^3).$$

The bracket has the common factor $2Y_aY_sG/D^2$, multiplied by $G-bD=a-bY_a^2$. Thus

$$\ln\frac r{r_0}=\frac{2iY_aG}{D}d+
\underbrace{\frac{2Y_aY_s(a-bY_s^2)(a-bY_a^2)}{D^2}}_{m}d^2+O(d^3).$$

This requires $r_0\ne0$. The quadratic coefficient of $\ln\rho$ is $M=m_p-m_s$.

## The linear coefficient

For $s$ polarization, $G=q_f^2-q_s^2=k^2(\epsilon_f-\epsilon_s)$ and $D=k^2(\epsilon_a-\epsilon_s)$. The linear coefficient is

$$L_s=2iq_aB,\qquad B=\frac{\epsilon_s-\epsilon_f}{\epsilon_s-\epsilon_a}.$$

For $p$ polarization, $a=q_f^2/\epsilon_f$, $b=\epsilon_f$ and $Y_s=q_s/\epsilon_s$. Therefore

$$G=k^2\left(1-\frac{\epsilon_f}{\epsilon_s}\right)-k_x^2\left(\frac1{\epsilon_f}-\frac{\epsilon_f}{\epsilon_s^2}\right)
=\frac{\epsilon_s-\epsilon_f}{\epsilon_s}N_f,$$

$$D=k^2\left(\frac1{\epsilon_a}-\frac1{\epsilon_s}\right)-k_x^2\left(\frac1{\epsilon_a^2}-\frac1{\epsilon_s^2}\right)
=\frac{\epsilon_s-\epsilon_a}{\epsilon_a\epsilon_s}N_a,$$

where

$$N_j=k^2-k_x^2\left(\frac1{\epsilon_j}+\frac1{\epsilon_s}\right),\qquad j=f,a.$$

Since $Y_a=q_a/\epsilon_a$, the factors of $\epsilon_a$ and $\epsilon_s$ cancel and $L_p=2iq_aB\,N_f/N_a$. Subtraction leaves

$$L_p-L_s=2iq_aB\frac{N_f-N_a}{N_a}.$$

Here

$$N_f-N_a=k_x^2\left(\frac1{\epsilon_a}-\frac1{\epsilon_f}\right)
=k^2s^2\frac{\epsilon_f-\epsilon_a}{\epsilon_f},\qquad
N_a=k^2\frac{\epsilon_sc^2-\epsilon_as^2}{\epsilon_s}.$$

With $q_a=k\sqrt{\epsilon_a}\,c$, the result is

$$\ln\frac{\rho(d)}{\rho(0)}=iKd+Md^2+O(d^3),$$

$$\boxed{K=2k\sqrt{\epsilon_a}\,cs^2\,
\frac{\epsilon_f-\epsilon_a}{\epsilon_f}\,
\frac{\epsilon_sB}{\epsilon_sc^2-\epsilon_as^2}}.$$

The logarithm is followed continuously from $d=0$. Its imaginary part is minus the change of $\Delta$, so

$$\delta\Delta=-\operatorname{Re}K\,d-\operatorname{Im}M\,d^2+O(d^3),$$

$$\delta\ln\tan\psi=-\operatorname{Im}K\,d+\operatorname{Re}M\,d^2+O(d^3).$$

An absorbing substrate generally makes $K$ complex, so $\psi$ also changes linearly. Entering $\epsilon_s$ with the opposite sign of its imaginary part replaces $K$ by its complex conjugate. The leading phase slope then looks right, but the linear change of $\psi$ has the wrong sign.

The coefficients were compared with central differences of a direct solution of the field-matching equations, using steps of 0.05 nm. The substrate indices were $3.7+3.5i$, $3.9+0.02i$ and $1+6i$, the ambient permittivities 1 and 1.77, and the angles 20°, 50°, 70° and 80°. The largest relative differences were $1.1\times10^{-5}$ for $K$ and $1.6\times10^{-5}$ for $M$.

## Limits and special angles

For a highly reflecting substrate with $|\epsilon_s|$ large at fixed angle, $B\to1$ and

$$K\to2k\sqrt{\epsilon_a}\,\frac{s^2}{c}\,\frac{\epsilon_f-\epsilon_a}{\epsilon_f}.$$

In this limit $L_s\to2iq_a$, which does not contain the film index. It is the path phase from moving the reflecting surface a distance $d$ below the reference plane. The same phase occurs in $r_p$ and cancels in $\rho$. What remains comes from the $p$ wave, whose electric field has a component normal to the film. The limit requires $|\epsilon_s|c^2\gg\epsilon_as^2$ and so fails near grazing incidence.

At normal incidence the two polarizations are equivalent, $\rho=-1$ for every thickness, and the phase carries no film information. Towards grazing incidence $K$ vanishes in proportion to $c$.

Another zero can lie between these ends. Multiplying the last fraction in $K$ above and below by the conjugate of its denominator shows that $\operatorname{Re}K$ is proportional to

$$c^2|\epsilon_s|^2\operatorname{Re}B-\epsilon_as^2\operatorname{Re}(\epsilon_sB).$$

If $\operatorname{Re}B$ and $\operatorname{Re}(\epsilon_sB)$ are nonzero and have the same sign, there is one zero, at

$$\tan^2\theta_*=\frac{|\epsilon_s|^2\operatorname{Re}B}{\epsilon_a\operatorname{Re}(\epsilon_sB)}.$$

If they have opposite signs there is none. At $\theta_*$ the phase change starts as $d^2$, provided $\operatorname{Im}M\ne0$. Since $K$ itself is not zero there when $\epsilon_f\ne\epsilon_a$, $\psi$ still changes linearly.

For weak absorption write $\epsilon_s=\epsilon_1+i\epsilon_2$, with $\epsilon_2$ small and $\epsilon_1$ positive and distinct from $\epsilon_a$ and $\epsilon_f$. The real parts of $B$ and $\epsilon_sB$ change only at order $\epsilon_2^2$. Hence $\theta_*$ differs from the Brewster angle, $\tan^2\theta=\epsilon_1/\epsilon_a$, at that order. The denominator of $K$ is then close to $i\epsilon_2c^2$, so $|K|$ grows as $1/\epsilon_2$.

For the substrate of index $3.9+0.02i$, both angles are 75.62° at this precision, and the bare $|r_p|$ is only $2.4\times10^{-3}$. The length $1/|K|$ is 0.27 nm, and the linear law needs a thickness well below it. In the field-matching solution, halving a mathematical thickness from 0.002 to 0.001 nm at $\theta_*$ reduced the phase change by a factor of 3.985, close to the factor 4 of a quadratic law. These thicknesses test the expansion and do not represent material layers.

A transparent substrate is a separate limit. If $q_a$ and $q_s$ are real and $r_p$ is not zero, $K$ and $M$ are real. Then $\Delta$ has no quadratic term and $\psi$ has no linear term. At the Brewster angle itself $Y_a=Y_s$, the bare $r_p$ vanishes, and its logarithm cannot be expanded. The expansion of $Y$ gives instead

$$r_p=\frac{Y_a-Y(0)}{Y_a+Y(0)}=\frac{iGd}{2Y_a}+O(d^2).$$

The magnitude of $r_p$ is now linear in thickness, while its leading phase does not depend on thickness. The slope $-\operatorname{Re}K$ therefore does not apply there. The phase of $\rho$ can still change with thickness, through the next term of $r_p$ and the linear phase of $r_s$.

## Worked example: a resist underlayer on molybdenum

Consider a polymer-like underlayer with $n_f=1.50$ and $d=2.00$ nm on opaque molybdenum in vacuum, measured at 633 nm and 70°. The metal index $3.7+3.5i$ is a rough typical value, treated as exact in the model. The permittivities are

$$\epsilon_f=1.50^2=2.25,\qquad \epsilon_s=(3.70+3.50i)^2=1.44+25.90i.$$

The coefficients are

$$K=0.02698-0.00657i\ \text{rad/nm},$$

$$M=(0.731-1.934i)\times10^{-4}\ \text{nm}^{-2}.$$

The phase slope is $-0.02698\times57.30=-1.546$ deg/nm, and the linear change is $-1.546\times2.00=-3.09^\circ$. The quadratic term adds

$$+1.934\times10^{-4}\times2.00^2\times57.30=+0.044^\circ,$$

which gives $-3.047^\circ$. The full solution of the same model also gives $-3.047^\circ$.

For the amplitude, $\delta\psi=\tfrac12\sin(2\psi_0)\,\delta\ln\tan\psi$ to first order. With the bare value $\psi_0=27.39^\circ$,

$$\delta\psi=\tfrac12\sin(54.78^\circ)\times0.00657\times2.00\times57.30=0.308^\circ.$$

The full model gives 0.315°.

Linear inversion gives $d_1=(-3.047)/(-1.546)=1.97$ nm, about 1.4% below the input. The quadratic equation for $\delta\Delta$ supplies the correction

$$d\simeq d_1-\frac{\operatorname{Im}M}{\operatorname{Re}K}d_1^2
=1.971+\frac{1.934\times10^{-4}}{0.02698}(1.971)^2=2.00\ \text{nm}.$$

The same ratio estimates the relative error of the linear phase as $0.0072\,d$, with $d$ in nanometres. It reaches 1% near 1.4 nm, as the full model also shows. At 10 nm the linear law gives $-15.5^\circ$ against $-14.3^\circ$, an error of 8% relative to the full model.

The condition $|K|d\ll1$ is not sufficient by itself. $K$ is a difference between two polarizations and can be small when their separate changes are not. The linear law also needs a small film phase $|q_f|d$, small $|L_p|d$ and $|L_s|d$, and $|M|d$ small compared with $|K|$. Near grazing incidence on a good metal the last condition can fail while the others hold. For a linear inversion of $\Delta$, $|\operatorname{Im}M|d$ must also be small compared with $|\operatorname{Re}K|$.

The formula for $\theta_*$ gives 89.04° for this metal, but that number is fragile. It rests on $\operatorname{Re}(\epsilon_sB)=0.189$, a small remainder after $\epsilon_f-\epsilon_a=1.25$ is subtracted from $\operatorname{Re}\epsilon_s=1.44$. Lowering $n$ by 1% at fixed $\kappa$ lowers $\operatorname{Re}\epsilon_s$ by about 0.27 and removes the zero. The rough metal index cannot establish whether this angle exists.

## Film index and real surfaces

One phase change cannot determine both thickness and film index. If the index is taken as 1.60 instead of 1.50, linear inversion of the same phase gives 1.79 nm. The amplitude is a weak check: since $\epsilon_f$ is real, it affects the ratio $\operatorname{Im}K/\operatorname{Re}K$ only through the complex argument of $\epsilon_s-\epsilon_f$, which varies little when $|\epsilon_s|\gg\epsilon_f$. The wrong pair predicts $\delta\psi=0.287^\circ$. The pair with index 1.50 and thickness 1.97 nm predicts $0.3076^\circ\times1.971/2.00=0.303^\circ$, with one more digit kept in the linear value. The difference of 0.016° is comparable with the 0.012° by which the second prediction misses the full model. A fit for both unknowns should therefore use the full optical response, and $\psi$ must be measured finely enough to separate such pairs.

A phase resolution of 0.01° corresponds to 0.0065 nm in the model. This is a sensitivity, not an accuracy, because a real molybdenum surface can oxidize, roughen and adsorb water. The following thickness errors are relative to the ideal 2 nm film and use the fixed slope above; the error of linearization is excluded. An oxide layer of 1 nm and index 2.1 that grows between the two scans adds 1.38 nm, but if it is present in both it changes the result by only $-0.04$ nm. A 1 nm rough layer, modelled as an equal-volume Bruggeman mixture and filled by part of the same film volume, gives $-0.57$ nm, a value that depends on the mixing rule. Water 0.3 nm thick on the coated sample alone adds 0.23 nm. An angle 0.1° too high in the second scan alone adds 0.20 nm, against 0.01 nm if it is shared by both scans. Lowering both metal constants by 10% in both scans gives $-0.06$ nm, and a film index of 1.53 along the normal gives $+0.06$ nm. Film absorption with $\kappa=0.02$ adds 0.007 nm. Replacing the thick metal by 100 nm on glass changes the result by less than 0.001 nm, but this does not cover metal layers only a few nanometres thick.

Among the disturbances tried here, with the sizes assumed, oxide growth between the scans gives the largest error. The metal surface should therefore stay unchanged between them, or its change must be measured separately. The numerical output lists the individual values.

## Numbers as computed

```
Wavelength: 633 nm; angle: 70 deg
Film index: 1.50; film thickness: 2.00 nm
Rough Mo index: 3.70 + 3.50 i
Mo permittivity: 1.440 + 25.900 i
K: 0.026978 -0.006571 i rad/nm
M: 7.3069e-05 -1.9335e-04 i nm^-2
Largest relative error of K in tests: 1.1e-05
Largest relative error of M in tests: 1.6e-05
Linear-law error ratio on halving d: 4.000
Bare Delta: 136.306 deg; bare psi: 27.392 deg
Delta slope: -1.5457 deg/nm
Delta change, linear: -3.0914 deg
Delta change, exact: -3.0467 deg
Psi change, linear: 0.3076 deg
Psi change, exact: 0.3152 deg
Thickness from linear inversion: 1.9711 nm
Linear error first above 1% at d = 1.40 nm
d = 1 nm: linear -1.546, exact -1.535 deg
d = 5 nm: linear -7.729, exact -7.446 deg
d = 10 nm: linear -15.457, exact -14.316 deg
d = 20 nm: linear -30.914, exact -26.332 deg
Thickness for 0.01 deg of Delta: 0.0065 nm
Thickness if index 1.60 is assumed: 1.7911 nm
Psi change predicted by that wrong pair: 0.2874 deg
Mo special angle: 89.039 deg
Mo Re(es B): 0.189
Thickness errors from neglected effects:
  film absorption, k = 0.02: +0.0069 nm
  film birefringence, n_z = 1.53: +0.0587 nm
  1 nm oxide (n = 2.1) in both scans: -0.0373 nm
  1 nm oxide grown between scans: +1.3781 nm
  1 nm roughness, same film volume: -0.5659 nm
  0.3 nm water on coated sample only: +0.2258 nm
  angle 0.1 deg high in both scans: +0.0087 nm
  angle 0.1 deg high in second scan only: +0.2003 nm
  metal n and k both 10% lower: -0.0629 nm
  100 nm metal on glass (n = 1.5): +0.0008 nm
Model substrate index: 3.90 + 0.02 i
Its special angle: 75.6192 deg
Brewster angle without absorption: 75.6186 deg
  Delta slope at 70.000 deg: -2.954 deg/nm
  Delta slope at 75.519 deg: -100.707 deg/nm
  Delta slope at 75.719 deg: 99.417 deg/nm
1/|K| at special angle: 0.2699 nm
Bare |r_p| at special angle: 2.396e-03
Phase-change ratio there on halving d: 3.985
```
